\section*{Dividing Counting Time Between Gross and Background Measurements}

\section{Three ways to spend 300 seconds}

The thickness of a hafnium oxide film is to be found from its X-ray fluorescence. With the film in place the detector records 400 counts/s. A blank wafer gives 100 counts/s, so the film itself contributes 300 counts/s. There are 300 s of counting time for the two runs together.

If each run gets 150 s, the net rate has a standard deviation of 1.826 counts/s. If the times follow the rates, four to one, the standard deviation is again 1.826 counts/s. Between these choices, at 200 s for the film and 100 s for the blank, it falls to 1.732 counts/s, and no other division does better. The rates stand as four to one, but the best times stand as two to one. These notes derive that square root, explain why the first two choices agree, and state when the rule applies.

\section{The model and the estimate}

Let $s$ be the net rate, $b>0$ the background rate and
\begin{equation}
g=s+b
\end{equation}
the gross rate, which is what the detector sees with the film in place. The gross run lasts $t_g$ and gives $N_g$ counts; the background run lasts $t_b$ and gives $N_b$ counts. We assume that

\begin{itemize}
\item the rates are steady, and the background under the film equals that of the blank;
\item the two counts are independent and each follows a Poisson distribution;
\item $t_g$ and $t_b$ are live times, during which the detector can accept a count, and are known without error.
\end{itemize}

The net rate is estimated by
\begin{equation}
\hat s=\frac{N_g}{t_g}-\frac{N_b}{t_b}.
\label{eq:est}
\end{equation}
For a weak signal $\hat s$ may come out negative. Such a value must be kept: replacing it by zero would raise the average of the estimate.

\section{Variance of the net rate}

A Poisson count $N$ with parameter $\mu$ has probabilities $P(n)=e^{-\mu}\mu^n/n!$. Its mean is
\begin{equation}
E[N]=\sum_{n\ge1} n\,\frac{e^{-\mu}\mu^n}{n!}
=\mu\, e^{-\mu}\sum_{n\ge1}\frac{\mu^{n-1}}{(n-1)!}=\mu ,
\end{equation}
because the last sum is $e^{\mu}$. In the same way,
\begin{equation}
E[N(N-1)]=\mu^2e^{-\mu}\sum_{n\ge2}\frac{\mu^{n-2}}{(n-2)!}=\mu^2 .
\end{equation}
Hence $E[N^2]=\mu^2+\mu$, and the variance is
\begin{equation}
\operatorname{Var}N=E[N^2]-E[N]^2=\mu .
\end{equation}

For a steady rate, $\mu$ is rate times time: $gt_g$ for the gross run and $bt_b$ for the background run. The mean of \eqref{eq:est} is therefore $g-b=s$, so the estimate is unbiased for any choice of times.

For the variance, write $\delta_g$ and $\delta_b$ for the deviations of the two measured rates from their means. Then
\begin{equation}
\operatorname{Var}\hat s=E[(\delta_g-\delta_b)^2]
=E[\delta_g^2]+E[\delta_b^2]-2E[\delta_g\delta_b].
\end{equation}
Independence gives $E[\delta_g\delta_b]=E[\delta_g]E[\delta_b]=0$. Dividing a count by a time divides its variance by the square of that time, so
\begin{equation}
V\equiv\operatorname{Var}\hat s=\frac{gt_g}{t_g^2}+\frac{bt_b}{t_b^2}
=\frac{g}{t_g}+\frac{b}{t_b}.
\label{eq:V}
\end{equation}
The rates are subtracted but their variances add. The first term contains $g$, not $s$, since background counts also fluctuate during the gross run.

\section{The best division}

Fix the total time $T=t_g+t_b$, and let $f$ be the share given to the gross run: $t_g=fT$ and $t_b=(1-f)T$, with $0<f<1$. Put $\alpha=\sqrt g$ and $\beta=\sqrt b$. Equation \eqref{eq:V} becomes
\begin{equation}
TV=\frac{\alpha^2}{f}+\frac{\beta^2}{1-f}.
\end{equation}
Subtract $(\alpha+\beta)^2$ and use the common denominator $f(1-f)$. The numerator is
\begin{align}
&\alpha^2(1-f)+\beta^2f-(\alpha^2+\beta^2+2\alpha\beta)f(1-f)\nonumber\\
&\quad=\alpha^2(1-f)[1-f]+\beta^2f[1-(1-f)]-2\alpha\beta f(1-f)\nonumber\\
&\quad=\alpha^2(1-f)^2+\beta^2f^2-2\alpha\beta f(1-f)\nonumber\\
&\quad=[\alpha(1-f)-\beta f]^2 .
\end{align}
Therefore
\begin{equation}
TV=(\sqrt g+\sqrt b)^2+\frac{[\sqrt g\,(1-f)-\sqrt b\,f]^2}{f(1-f)} .
\label{eq:square}
\end{equation}
The last term is never negative. It vanishes for one value of $f$, the one with $\sqrt g\,(1-f)=\sqrt b\,f$. Since $f/(1-f)=t_g/t_b$, the minimum is unique and lies at
\begin{equation}
\boxed{\frac{t_g}{t_b}=\sqrt{\frac gb}},\qquad
f^*=\frac{\sqrt g}{\sqrt g+\sqrt b},\qquad
V_{\min}=\frac{(\sqrt g+\sqrt b)^2}{T}.
\label{eq:best}
\end{equation}

\subsection*{What the condition means}

The same point follows from a derivative. With $t_b=T-t_g$,
\begin{equation}
\frac{dV}{dt_g}=-\frac{g}{t_g^2}+\frac{b}{t_b^2},\qquad
\frac{d^2V}{dt_g^2}=\frac{2g}{t_g^3}+\frac{2b}{t_b^3}>0 .
\end{equation}
The plus sign of the second term in the first derivative arises because $t_b$ falls as $t_g$ rises. Here $g/t_g^2$ is the reduction of variance per extra second of gross counting, and $b/t_b^2$ is the same for the background. At the minimum they are equal; otherwise, moving a little time to the run with the larger value would lower the variance. The square root enters because the benefit of extra time falls as the inverse square of the time already spent.

\section{The example in numbers}

With $g=400$ and $b=100$ counts/s, the square roots are 20 and 10, so $t_g/t_b=2$. The times are $t_g=200$ s and $t_b=100$ s, and
\begin{equation}
V_{\min}=\frac{400}{200}+\frac{100}{100}=3.000\ (\text{counts/s})^2 .
\end{equation}
This agrees with $(20+10)^2/300$. The standard deviation is $\sqrt3=1.732$ counts/s, or 0.58\% of the net rate. The sensitivity is taken as 150 counts/s per nm, so the 300 counts/s correspond to 2.0 nm and the statistical uncertainty of the thickness is $1.732/150=0.0115$ nm.

As a test, pairs of Poisson counts were drawn 400\,000 times with these rates and times. The standard deviation of the resulting net rates was 1.730 counts/s. The difference from 1.732 is about 0.1\%, the size expected from that number of draws.

\section{The cost of another division}

The bracket in \eqref{eq:square} equals $\sqrt g-(\sqrt g+\sqrt b)f=(\sqrt g+\sqrt b)(f^*-f)$. Dividing \eqref{eq:square} by $TV_{\min}=(\sqrt g+\sqrt b)^2$ gives
\begin{equation}
\frac{V}{V_{\min}}=1+\frac{(f-f^*)^2}{f(1-f)} .
\label{eq:penalty}
\end{equation}
The loss is quadratic in the error of the share, so the minimum is flat. In the example $f^*=2/3$. A share of 0.6 raises the variance by 1.9\%, and a share of 0.7 raises it by 0.5\%. Far from the minimum the denominator matters: at $f=0.9$ the background run has only 30 s, and the variance is 1.60 times the least value.

Now compare the two choices from the opening. Equal times, $t_g=t_b=T/2$, give
\begin{equation}
V=\frac{2g}{T}+\frac{2b}{T}=\frac{2(g+b)}{T}.
\end{equation}
Times proportional to the rates, $t_g=gT/(g+b)$ and $t_b=bT/(g+b)$, give
\begin{equation}
V=\frac{g+b}{T}+\frac{g+b}{T}=\frac{2(g+b)}{T}.
\end{equation}
The agreement therefore holds for all $g$ and $b$. Relative to the optimum, both choices cost a factor
\begin{equation}
q=\frac{2(g+b)}{(\sqrt g+\sqrt b)^2},\qquad 1\le q<2 .
\end{equation}
The lower bound follows from $2(g+b)-(\sqrt g+\sqrt b)^2=(\sqrt g-\sqrt b)^2\ge0$. The upper bound follows from $(\sqrt g+\sqrt b)^2=g+b+2\sqrt{gb}>g+b$.

In the example $q=1000/900=1.111$. Since $V$ is inversely proportional to $T$ at a fixed share, equal times would need 333.3 s to reach the precision that the best division reaches in 300 s.

\section{Weak and strong signals}

\textbf{Weak signal, $s\ll b$.} Then $g/b=1+s/b$, and to first order $t_g/t_b\approx1+s/(2b)$. The times become nearly equal, and $V_{\min}\approx4b/T$. If the background were known in advance, all of $T$ could go to the gross run and the variance would be $g/T\approx b/T$. Having to measure a weak signal's background thus multiplies the variance by about four.

\textbf{Strong signal, $b\ll g$.} Expanding the square in \eqref{eq:best},
\begin{equation}
V_{\min}=\frac gT\left(1+2\sqrt{\frac bg}+\frac bg\right).
\end{equation}
The variance tends to $g/T$, but slowly, because the leading correction is a square root. In the example $b/g=1/4$, and the bracket is $1+1+1/4=2.25$.

\textbf{No background, $b=0$.} Then $V=g/t_g$ decreases towards $g/T$ as $t_b\to0$. No positive $t_b$ attains this limit, so a minimum with two real runs does not exist. This is why $b>0$ was assumed.

\subsection*{Time needed for a given precision}

If a standard deviation $\sigma$ is required, the least total time follows from $V_{\min}=\sigma^2$:
\begin{equation}
T=\frac{(\sqrt g+\sqrt b)^2}{\sigma^2}.
\end{equation}
For a relative precision $\varepsilon=\sigma/s$, use $s=g-b=(\sqrt g-\sqrt b)(\sqrt g+\sqrt b)$. One factor cancels, leaving
\begin{equation}
T=\frac{1}{\varepsilon^2(\sqrt g-\sqrt b)^2}.
\end{equation}
An instrument setting that changes both signal and background, such as a slit width, should therefore make $\sqrt g-\sqrt b$ as large as possible, provided that counting statistics dominate and the time is divided in the best way.

\section{The rates are not known beforehand}

The rule needs $g$ and $b$, which are what the measurement is meant to find. Rough values are enough. Suppose that a short pilot, of equal length in each position, has expected counts $n_g$ and $n_b$, both large. The observed ratio of pilot counts sets the ratio $r=t_g/t_b$ through its square root. A Poisson count of mean $n$ has relative variance $1/n$, and the square root halves relative deviations, so to leading order
\begin{equation}
\operatorname{Var}(\ln r)\approx\frac14\left(\frac1{n_g}+\frac1{n_b}\right).
\end{equation}
From $f=r/(1+r)$ we get $df=dr/(1+r)^2=f(1-f)\,d\ln r$. Inserting this in \eqref{eq:penalty} and averaging gives the mean relative excess of the variance:
\begin{equation}
\left\langle\frac{V}{V_{\min}}-1\right\rangle\approx
\frac{f^*(1-f^*)}{4}\left(\frac1{n_g}+\frac1{n_b}\right).
\end{equation}
For a pilot of 1 s in each position, $n_g=400$ and $n_b=100$, and the estimate is $(2/9)(0.0125)/4=0.069\%$. An explicit sum over the nonzero pilot counts gives 0.070\%. The main runs are held at 300 s in total here. A zero count would give one run no time at all, and $V$ would be infinite. Its chance is negligible at these counts but is 5\% for $n_b=3$, so a short pilot needs a floor on both times.

If the pilot counts are left out of $\hat s$, it has mean $s$ for every division with both times positive, and so remains exactly unbiased. This has a price: 2 s taken from the 300 s raise the variance by $300/298-1=0.67\%$, about ten times the excess above. If the pilot counts and times are added to those of the main runs, $\hat s$ acquires a bias, because a high pilot count lengthens its own run and so gets less weight. In the example the bias is only 0.0025 counts/s, against a standard deviation of 1.73 counts/s, and pooling gives the smaller mean square error.

\section{When seconds have different costs}

Sometimes a second of gross counting uses up more of the available resource than a second of background counting. Let the costs be $c_g$ and $c_b$, with a fixed budget $B=c_gt_g+c_bt_b$. Define $u_g=c_gt_g$ and $u_b=c_bt_b$. Then
\begin{equation}
V=\frac{gc_g}{u_g}+\frac{bc_b}{u_b},\qquad u_g+u_b=B .
\end{equation}
This is the solved problem with $g\to gc_g$ and $b\to bc_b$. Hence $u_g/u_b=\sqrt{gc_g/(bc_b)}$, and dividing by $c_g/c_b$ gives
\begin{equation}
\frac{t_g}{t_b}=\sqrt{\frac{g\,c_b}{b\,c_g}} .
\label{eq:cost}
\end{equation}

\textbf{One blank for several films.} If one background run serves $m$ films of equal gross rate, the total time is $mt_g+t_b$. If the variance of each single film is to be least, then $c_g=m$, $c_b=1$ and $t_g/t_b=\sqrt{g/(mb)}$. For four films like the one above, each film and the blank should get the same time. The errors of the films are then correlated, because they share one background value. That value cancels in the difference of two films, so this ratio is not the best one for such comparisons.

\textbf{Dead time.} Suppose that each accepted count blocks the detector for a time $\tau$, and that photons arriving meanwhile do not prolong the block. Arrivals during live intervals do not depend on what came before, so the counts in a fixed live time are still Poisson. If photons of all energies arrive at total rate $R$, a live time $t$ contains $Rt$ accepted counts on average and takes a mean real time $t(1+R\tau)$. The cost is $c=1+R\tau$. With $R=50\,000$ counts/s on the blank and $\tau=1.0$ microsecond, $c_b=1.05$; the film is taken to add 300 counts/s to $R$, which leaves out any other lines it emits and its absorption of the substrate lines. The 300 s of live time take 315.1 s of real time. If the mean real time is what is fixed, \eqref{eq:cost} gives a ratio of 1.99971 instead of 2, a negligible change. Its sign depends on the assumed change in $R$: if the film absorbed 1\% of the substrate counts, the ratio would be 2.0002.

\section{The example beside a real instrument}

A thickness near 2 nm is realistic for a hafnium oxide gate film. The count rates are rough round values; real ones depend strongly on the tube, the optics and the measured spot. The rule applies when film and blank, or peak and off-peak settings, are measured in turn. If a detector records the line and its neighbouring energies together, and the background is taken from those neighbours, there is no time to divide.

The statistical uncertainty of 0.0115 nm is not the accuracy of the thickness. With rough assumed sizes, the neglected effects are as follows.

\begin{itemize}
\item A 1\% error in the sensitivity shifts the thickness by 0.020 nm. Fluorescence responds to the number of hafnium atoms per area, so an error in the assumed film density acts in the same way.
\item Using real time in place of live time would lower the result by 0.096 nm. If the sensitivity was found with the same uncorrected clock at the same total rate, the loss factor enters both quantities and largely cancels.
\item A 1\% mismatch between the blank and the true background gives $0.01\times100/150=0.0067$ nm.
\item If the blank run has the tube output at which the sensitivity was found, and the mean output in the gross run differs from it by 0.2\%, the error is $0.002\times400/150=0.0053$ nm.
\item Self-absorption, with an attenuation of $2\times10^{-4}$ per nm on the way in and out at $45^\circ$, gives 0.0011 nm.
\end{itemize}

Exchanging the wafers also takes time. If 20 s of the 300 s are lost to it, 280 s remain to be divided in the same ratio, and the standard deviation rises to $30/\sqrt{280}=1.793$ counts/s.

Longer counting does not in general remove the errors in the list. The one from tube output may change with the length of the runs: fast fluctuations average out, but slow drift can grow. Four times the total time would halve the statistical part, but a sensitivity error of 0.020 nm would stay. For comparing films measured with the same sensitivity, that error is a common scale factor: a 1\% error changes a difference in thickness by only 1\% of that difference. For films of nearly equal thickness, counting statistics then matter more. For an absolute thickness with independent errors of the sizes assumed here, halving the sensitivity error would lower the total error more than changing from equal times to the best division.

The square-root rule itself rests on variances that fall as the inverse of the counting time. If the counts fluctuate more than Poisson counts, with variances $F_ggt_g$ and $F_bbt_b$ for constant $F_g$ and $F_b$, the derivation holds with $g\to F_gg$ and $b\to F_bb$. The ratio is unchanged if the two factors are equal. Slow drift does not have this form. Alternating short gross and background runs, with the same total times, makes both see nearly the same mean conditions, at the price of more exchanges. It does not remove a drift of the tube output away from its value at calibration, which remains as a scale error on $s$. For a linear drift of $10^{-5}$ per second from that value, the error in the example is 0.15 counts/s with the gross run first, 0.75 with the blank first, and 0.45 with fine alternation. The numerical output below lists the main values used here.

\section*{Table of computed values}
\begin{verbatim}
largest error of optimal share in tests: 1.5e-09
film thickness: 2.0 nm
sensitivity: 150 counts/s per nm
net rate s: 300 counts/s
background rate b: 100 counts/s
gross rate g: 400 counts/s
total live time T: 300 s
optimal ratio t_g/t_b: 2.000
optimal gross time: 200.0 s
optimal background time: 100.0 s
least variance: 3.000 (counts/s)^2
least standard deviation: 1.732 counts/s
same, from random counts: 1.730 counts/s
thickness standard deviation: 0.0115 nm
relative standard deviation: 0.58 %
gross share 0.5: variance/least = 1.1111
gross share 0.6: variance/least = 1.0185
gross share 0.7: variance/least = 1.0053
gross share 0.8: variance/least = 1.1111
gross share 0.9: variance/least = 1.6049
equal times, variance: 3.333 (counts/s)^2
equal times, sd: 1.826 counts/s
equal times, T for same sd: 333.3 s
pilot length in each position: 1 s
pilot excess variance, exact sum: 0.070 %
pilot excess variance, estimate: 0.069 %
assumed slope error: 1.0 %
thickness error from slope: 0.0200 nm
assumed dead time: 1.0 microseconds
assumed total detector rate: 50000 counts/s
thickness error, dead time ignored: 0.0960 nm
real time for the live time T: 315.1 s
t_g/t_b at fixed real time: 1.99971
assumed blank mismatch: 1.0 %
thickness error from blank: 0.0067 nm
assumed tube drift between runs: 0.2 %
thickness error from drift: 0.0053 nm
assumed attenuation each way: 2.0e-04 per nm
assumed angle from surface: 45 degrees
thickness error, self-absorption: 0.0011 nm
assumed wafer exchange time: 20 s
sd if exchange is taken from T: 1.793 counts/s
\end{verbatim}
